# Does the Nonlocal Commutator Restore All-Electron Matrix Elements?

**The argument under review.** The manuscript computes optical matrix elements from norm-conserving pseudo wavefunctions. It reasons as follows. For a local Hamiltonian the momentum is $\mathbf p=i[H,\mathbf r]$. The pseudo Hamiltonian contains a nonlocal potential $V_{nl}$, so $\mathbf p$ must be replaced by $\mathbf p+i[V_{nl},\mathbf r]$. The pseudo wavefunctions have the correct energies, tails and norms. Therefore, the manuscript concludes, the corrected element is the all-electron momentum element. As a further precaution it proposes to add the Kageshima-Shiraishi core-repair term.

The replacement is a correct statement about the pseudo Hamiltonian. The conclusion needs a separate examination: which matrix element does the corrected operator deliver, and what does the core-repair term add to it?

**Conventions.** I use Hartree atomic units and one electron in a spherical atom. The all-electron Hamiltonian is $H=p^2/2+V(r)$ with a local potential, and the pseudo Hamiltonian is $\tilde H=p^2/2+V_{loc}+V_{nl}$. A tilde marks pseudo quantities. For a transition from an $s$ state to a $p$ state with $m=0$, define

$$Z=\langle s|z|p\rangle,\qquad D=\langle s|\partial_z|p\rangle,\qquad \omega=E_p-E_s .$$

Since $p_z=-i\partial_z$, the momentum element is $-iD$. All radial functions are real.

Write $\psi_s=(u_s/r)Y_{00}$ and $\psi_p=(u_p/r)Y_{10}$, with $Y_{10}=\sqrt{3/4\pi}\cos\theta$. The angular integral of $Y_{00}\cos\theta\,Y_{10}$ is $1/\sqrt3$, so

$$Z=\frac1{\sqrt3}\int_0^\infty u_s\,r\,u_p\,dr .$$

For the gradient, write the $p$ function as $\sqrt{3/4\pi}\,g(r)z$ with $g=u_p/r^2$. Then $\partial_z(gz)=g+r\cos^2\theta\,g'$, whose angular average is

$$g+\frac{r g'}3=\frac{u_p}{r^2}+\frac{u_p'}{3r}-\frac{2u_p}{3r^2}=\frac13\left(\frac{u_p'}r+\frac{u_p}{r^2}\right).$$

Multiplying by $u_s/r$, by the volume factor $r^2$, and by the constants $4\pi\sqrt{1/4\pi}\sqrt{3/4\pi}=\sqrt3$ gives

$$D=\frac1{\sqrt3}\int_0^\infty u_s\left(u_p'+\frac{u_p}r\right)dr .$$

**What the commutator delivers.** Because $V$ is local, it commutes with $z$. The kinetic energy gives $[-\tfrac12\partial_z^2,z]=-\partial_z$. Taking $[H,z]=-\partial_z$ between eigenstates, with $H$ acting to the left in one term and to the right in the other,

$$(E_s-E_p)Z=-D\quad\Longrightarrow\quad D=\omega Z. \tag{1}$$

The pseudo Hamiltonian has one more term, $[\tilde H,z]=-\partial_z+[V_{nl},z]$. With $C=\langle\tilde s|[V_{nl},z]|\tilde p\rangle$, the same step gives

$$-\tilde\omega\tilde Z=-\tilde D+C\quad\Longrightarrow\quad \tilde D-C=\tilde\omega\tilde Z. \tag{2}$$

The left side is the manuscript's corrected element: $p_z+i[V_{nl},z]$ has the matrix element $-i\tilde D+iC=-i(\tilde D-C)$. Equation (2) is an identity of the pseudo problem, and no all-electron wavefunction enters it. The commutator makes the velocity and length forms agree with each other, and what they agree on is the pseudo dipole.

Subtracting (1) from (2) gives the error relative to the all-electron element:

$$(\tilde D-C)-D=\omega(\tilde Z-Z)+(\tilde\omega-\omega)\tilde Z. \tag{3}$$

At the energies for which the pseudopotential was constructed, $\tilde\omega=\omega$. The normalized functions also coincide outside the cutoff radius $r_c$. Only the dipole inside the sphere is then left:

$$(\tilde D-C)-D=\frac{\omega}{\sqrt3}\int_0^{r_c}(\tilde u_s\,r\,\tilde u_p-u_s\,r\,u_p)\,dr. \tag{4}$$

This is where the manuscript's last inference fails. Norm conservation fixes $\int_0^{r_c}u_s^2dr$ and $\int_0^{r_c}u_p^2dr$ separately. It does not fix the integral of the product $u_su_p$ weighted with $r$.

**What the core-repair term delivers.** Let $\phi_a$ and $\tilde\phi_a$ be all-electron and pseudo partial waves that join at $r_c$, and let $q_a$ be projectors confined to the sphere with $\langle q_a|\tilde\phi_b\rangle=\delta_{ab}$. If a pseudo state inside the sphere is $\sum_a c_a\tilde\phi_a$, then $c_a=\langle q_a|\tilde\psi\rangle$, and the reconstructed all-electron state there is $\sum_a c_a\phi_a$. The derivative is a local operator and the functions are continuous at $r_c$, so the integral for $D$ splits into an inner and an outer part without a surface term. Replacing the inner pseudo part by the inner all-electron part gives

$$D_{KS}=\tilde D+K,\qquad K=\sum_{ab}\langle\tilde s|q_a\rangle\,(D_{ab}-\tilde D_{ab})_{r<r_c}\,\langle q_b|\tilde p\rangle. \tag{5}$$

Here $a$ runs over $s$ waves and $b$ over $p$ waves. At the reference energies one wave per channel suffices, the coefficients are 1, and $D_{KS}=D$. At other energies the result depends on how well the partial waves span the state and on how well the pseudo state reproduces the all-electron tail.

The two corrections are related. At the reference energies $K=D-\tilde D$. Inserting (1) for $D$ and (2) for $\tilde D$,

$$K=\omega Z-(\omega\tilde Z+C)=-C+\omega(Z-\tilde Z). \tag{6}$$

The repair term thus already contains the commutator contribution, together with the dipole that pseudization removed or added. The manuscript's precaution of using both gives

$$\tilde D-C+K=D-C, \tag{7}$$

which counts the commutator twice. A consistent alternative is to keep the commutator and add $\omega(Z-\tilde Z)$, the augmentation of the dipole. At the reference energies (6) makes this equal to $\tilde D+K$. Away from them the augmentation must be built from projectors as in (5), and the two routes then give different numbers.

Two limits separate the roles of the terms. If the pseudopotential happens to be local, $C=0$ and the commutator changes nothing, yet by (6) a repair $K=\omega(Z-\tilde Z)$ is still needed. If instead $\omega\to0$ with finite dipoles, $D$ vanishes and so does the commutator-corrected element, while the bare $\tilde D$ tends to $C$. In that limit the commutator does all the work, and $K\to-C$.

**A model atom.** To see the sizes, take

$$V(r)=-\frac{1+10\,e^{-2r}}r .$$

The $3s$ and $3p$ states serve as valence states. For each, the pseudofunction inside $r_c$ is $\tilde u_l=r^{l+1}\exp[P_l(r^2)]$ with $P_l$ a cubic polynomial. Its four coefficients are fixed by the value and the first two derivatives at $r_c$, and by the norm in the sphere. Inverting the radial equation gives the potential of each channel,

$$v_l=E_l+\frac{\tilde u_l''}{2\tilde u_l}-\frac{l(l+1)}{2r^2}\quad(r<r_c),\qquad v_l=V\quad(r\ge r_c).$$

I take $V_{loc}=v_p$, and let $V_{nl}$ be $v_s-v_p$ acting on the $s$ component. In $[V_{nl},z]$ the term $zV_{nl}$ vanishes on a $p$ state, so

$$C=\frac1{\sqrt3}\int_0^{r_c}\tilde u_s\,(v_s-v_p)\,r\,\tilde u_p\,dr .$$

The all-electron and pseudo radial Hamiltonians were diagonalized separately in a basis of piecewise polynomials of degree 14, with a wall at 60 bohr. Six decimals are kept where small differences matter; they describe the model, not a real atom.

The all-electron energies are $-0.223311$ hartree for $3s$ and $-0.125684$ hartree for $3p$, so $\omega=0.097626$ hartree (2.657 eV). With $Z=2.157700$ bohr, equation (1) gives $D=0.097626\times2.157700=0.21065$. The elements from the pseudo states, in atomic units, are:

| $r_c$ (bohr) | bare $\tilde D$ | $\tilde D-C$ | $\tilde D+K$ |
|---|---|---|---|
| 2.2 | 0.218951 | 0.210978 | 0.210649 |
| 2.6 | 0.220221 | 0.210862 | 0.210649 |
| 3.0 | 0.221758 | 0.210646 | 0.210649 |

The repaired element does not move with $r_c$ to the digits shown. The commutator-corrected one does, as a property of the pseudo functions may. Its error relative to $D$ is 0.16 %, 0.10 % and $-0.001$ % in turn.

The last value deserves caution. A calculation at $r_c=3.0$ bohr alone would seem to confirm the manuscript's claim. But the error has changed sign between 2.6 and 3.0 bohr, and by (4) it is small at 3.0 bohr because the pseudo and all-electron dipoles in the sphere nearly coincide there. Nothing in the construction imposed that coincidence.

**Reading the case $r_c=2.6$ bohr.** The norms inside the sphere are 0.311071 for $3s$ and 0.114962 for $3p$, the same for all-electron and pseudo functions. The dipoles inside the sphere are 0.216259 bohr (all-electron) and 0.218447 bohr (pseudo). They differ by 0.002188 bohr, so (4) predicts an error of

$$0.097626\times0.002188=0.000214,$$

which matches $0.210862-0.210649=0.000213$ within rounding.

These numbers also show why the error is modest here. The pseudo dipole in the sphere is off by about 1 %, but the sphere holds only about 10 % of the total dipole, $0.216/2.158$. The product is the observed 0.1 %. The commutator is therefore a good approximation for this transition. The objection is to calling its result the all-electron element.

The commutator element is $C=0.009358$. Equation (6) gives

$$K=-0.009358-0.000214=-0.009572 .$$

Most of the repair is thus the commutator contribution, and adding both corrections is costly. The doubly corrected element is 0.20129, which is 4.4 % below $D$, while the bare element is 4.5 % above it. The near symmetry follows from the equations: the bare error is $-K$, the double-counting error is $-C$, and $K$ is close to $-C$.

Oscillator strengths depend on the square of the element. For this transition and $z$ polarization, $f=2\omega Z^2=2D^2/\omega$:

| element used | $f$ |
|---|---|
| all-electron | 0.909 |
| bare | 0.994 |
| commutator | 0.911 |
| core repair | 0.909 |
| both corrections | 0.830 |

**Away from the reference energies.** Here the core repair loses its guarantee, and the comparison is less one-sided. I keep $r_c=2.6$ bohr and use the projectors

$$q_a=\sum_b(B^{-1})_{ab}\,k\,\tilde\phi_b,\qquad B_{ab}=\langle\tilde\phi_a|k|\tilde\phi_b\rangle,\qquad k=(1-r^2/r_c^2)^2,$$

with $k=0$ outside the sphere. The first partial waves are the $3s$ and $3p$ pairs. The second are the $4s$ and $4p$ eigenfunctions of the two Hamiltonians, with each pseudofunction scaled to the all-electron value at $r_c$.

Two cases test this: the $3s$–$4p$ transition of the free atom, and the $3s$–$3p$ transition with the atom enclosed in a hard sphere of radius 8 bohr. Equations (1) and (2) hold in the enclosure too, because $z\psi$ vanishes at the wall whenever $\psi$ does. The all-electron values are $D=0.03000$ and $D=0.22572$. The errors relative to them are:

| element | $3s$–$4p$, free | $3s$–$3p$, enclosed |
|---|---|---|
| bare | 18.8 % | 5.8 % |
| commutator | 0.64 % | 0.14 % |
| repair, one wave | 1.26 % | 0.13 % |
| repair, two waves | $-0.06$ % | $-0.02$ % |

For $3s$–$4p$ at this cutoff radius, the repair with one wave per channel is worse than the commutator; at $r_c=2.2$ bohr the order is reversed (0.85 % against 1.00 %). The $3p$ wave does not represent the $4p$ state well enough inside the sphere. An operator that targets the right quantity can still give a poorer number when its partial-wave set is too small.

With two waves the pseudo $4p$ function lies in the span by construction, so this case favours the repair. The remaining error comes from the amplitude and tail of the pseudo state, which are not quite those of the all-electron state. The enclosed atom is the fairer trial, since its states are not among the partial waves, and there too the second wave reduces the error. How far it does depends on the enclosure: in a sphere of 5 bohr the errors are 0.19 % for the commutator, 1.8 % with one wave and $-0.52$ % with two, so the commutator gives the better number there. The commutator with the dipole augmented through the same projectors, one wave per channel, errs by $-0.04$ % for $3s$–$4p$ and $-0.01$ % in the 8 bohr sphere.

The commutator error for $3s$–$4p$ can be resolved with (3). The all-electron transition energy is 0.167839 hartree, and the dipoles are 0.179887 bohr (pseudo) and 0.178743 bohr (all-electron). The dipole part is $0.167839\times0.001144=0.000192$. The pseudo transition energy is lower by about $3\times10^{-6}$ hartree, which contributes only about $-5\times10^{-7}$. In absolute size the error resembles that of $3s$–$3p$; it is larger in relative terms because $D$ itself is seven times smaller.

**When momentum is not the wanted quantity.** Equation (1) assumed a local all-electron potential. If $H$ contains a nonlocal part $W$, such as Fock exchange, the velocity is $i[H,z]=p_z+i[W,z]$. A spin-orbit term is linear in $\mathbf p$ and likewise fails to commute with $z$. The core repair (5) still targets the all-electron momentum, but a response that requires the velocity also needs the element of $i[W,z]$ between all-electron states. That commutator belongs to the physical Hamiltonian and must not be confused with $i[V_{nl},z]$, which belongs to the pseudopotential.

**Requested changes.** The manuscript should describe $\mathbf p+i[V_{nl},\mathbf r]$ as the velocity operator of the pseudo Hamiltonian and its elements as pseudo dipoles multiplied by transition energies. If all-electron momentum elements are intended, it should use the core repair without the pseudopotential commutator, and show that the result is stable when partial waves are added. If the commutator is kept, the missing dipole augmentation should be added or its size estimated. Agreement at a single cutoff radius is not sufficient evidence for either route.
